# Mean-field and exact thresholds for discontinuous underpotential deposition on a square lattice

## Problem

In underpotential deposition a metal forms an adlayer on a foreign metal at potentials positive of those for its bulk deposition. Take the adsorption sites as an infinite square lattice, each empty ($n=0$) or occupied ($n=1$), with

$$H=-\varepsilon\sum_{\langle ij\rangle}n_in_j-\mu\sum_i n_i ,\qquad \varepsilon>0 .$$

The first sum counts each nearest-neighbour pair once. The reaction is $\mathrm M^{2+}+2e^-\rightleftharpoons \mathrm M_{\rm ad}$ with full discharge, at fixed solution composition. The coverage is $\theta=\langle n\rangle$.

(a) Find the mean-field critical temperature and coverage jump.

(b) At which potentials can the exact equilibrium isotherm jump?

(c) Find the exact critical temperature and decide when the isotherm is discontinuous.

(d) At 298.15 K, with site spacing 0.29 nm, treat layer A ($\varepsilon=35$ meV) and layer B ($\varepsilon=60$ meV). Estimate what finite terraces, second neighbours, nucleation and ohmic drop change.

## Solution

### Spin form and potential axis

Put $n=(1+s)/2$ with $s=\pm1$. Each bond gives $n_in_j=(1+s_i+s_j+s_is_j)/4$, and each site has four bonds, so up to a constant

$$H=-\frac{\varepsilon}{4}\sum_{\langle ij\rangle}s_is_j-\frac{\mu+2\varepsilon}{2}\sum_i s_i .$$

This is an Ising model with

$$K=\frac{\varepsilon}{4kT},\qquad h=\frac{\mu-\mu^*}{2kT},\qquad \mu^*=-2\varepsilon,\qquad \theta=\frac{1+m}{2},$$

where $m=\langle s\rangle$. An electron in the electrode has electrochemical potential $-eE$ plus a constant, and each adatom takes two. Hence $\mu-\mu^*=-2e(E-E^*)$, where $E^*$ is the potential at which $\mu=\mu^*$. Coverage rises as $E$ goes negative.

### (a) Mean field

Neglecting correlations, the two bonds per site contribute $-2\varepsilon\theta^2$:

$$f=-2\varepsilon\theta^2-\mu\theta+kT[\theta\ln\theta+(1-\theta)\ln(1-\theta)].$$

Setting $\partial f/\partial\theta=0$ gives $\mu=-4\varepsilon\theta+kT\ln[\theta/(1-\theta)]$. With $\theta=(1+m)/2$,

$$\mu-\mu^*=2kT\,\mathrm{artanh}\,m-2\varepsilon m,\qquad \frac{d\mu}{dm}=\frac{2kT}{1-m^2}-2\varepsilon .$$

The slope is smallest at $m=0$, where it is $2(kT-\varepsilon)$. It becomes negative below

$$kT_{\rm MF}=\varepsilon .$$

The curve is odd in $m$, so the equal-area construction puts the transition at $\mu^*$, between $\pm m$ with $m=\tanh(\varepsilon m/kT)$. The coverage jump is $\Delta\theta=m$. The metastable branches end where $d\mu/dm=0$, at $m_{\rm sp}=\sqrt{1-kT/\varepsilon}$. The potentials of the two ends differ by $(2/e)[\varepsilon m_{\rm sp}-kT\,\mathrm{artanh}\,m_{\rm sp}]$.

### (b) A jump can occur only at $E^*$

Let $a=e^{-2K}$ and $z=e^{2h}$. Apart from a non-vanishing factor, the partition function of $N$ sites is $P_N(z)=\sum a^{u}z^{n}$, summed over configurations with $n$ adatoms and $u$ unlike neighbour pairs. For one bond it is

$$1+a(z_1+z_2)+z_1z_2 .$$

A zero requires $z_2=-(1+az_1)/(a+z_1)$. For $|z_1|<1$,

$$|1+az_1|^2-|a+z_1|^2=(1-a^2)(1-|z_1|^2)>0,$$

so $|z_2|>1$. (At $z_1=-a$ the polynomial equals $1-a^2\ne0$.) No zero has both variables inside the unit disc.

Multiply all bond polynomials, giving each bond its own copy of its site variables, then merge the copies of each site. With the other variables fixed inside the disc, the product has the form $A+Bz_1+Cz_2+Dz_1z_2$ in two copies. Merging keeps the terms where the copies agree, $A+Dz$. Setting $z_1=z_2=z$ before merging gives $A+(B+C)z+Dz^2$, which has no root inside the disc. Its roots have product $A/D$, so $|A/D|\ge1$, and $A+Dz$ has no zero inside either. (If $D=0$, it equals $A\neq0$.) Repeated merging gives $P_N(z)\ne0$ for $|z|<1$. Exchanging occupied and empty sites gives $P_N(z)=z^NP_N(1/z)$, which excludes $|z|>1$ too.

For $|z|<1$ the functions $P_N^{1/N}$ are therefore analytic, without zeros, and bounded by 2. They converge on the positive real segment, where the thermodynamic limit exists. By Vitali's theorem the limit is analytic in the disc, and by Hurwitz's theorem it has no zero there. The free energy is thus analytic for $h<0$ and, by symmetry, for $h>0$. A jump can occur only at $h=0$, that is, at $E^*$.

### (c) The exact threshold

**Transfer matrix.** Build the lattice from periodic rows of $L$ sites, $L$ even. One bond between rows has the matrix

$$e^K+e^{-K}\sigma^x=\sqrt{2\sinh2K}\;e^{K^*\sigma^x},\qquad \tanh K^*=e^{-2K},$$

which implies $\sinh2K\,\sinh2K^*=1$ and $\cosh2K^*=\coth2K$. At $h=0$,

$$V=(2\sinh2K)^{L/2}\,V_1^{1/2}V_2V_1^{1/2},\quad V_1=e^{K\sum\sigma^z_j\sigma^z_{j+1}},\quad V_2=e^{K^*\sum\sigma^x_j}.$$

**Fermions.** Write $\sigma^x_j=1-2c_j^\dagger c_j$ and $\sigma^z_j=\prod_{l<j}\sigma^x_l\,(c_j+c_j^\dagger)$. Then

$$\sigma^z_j\sigma^z_{j+1}=(c_j^\dagger-c_j)(c_{j+1}+c_{j+1}^\dagger).$$

The bond closing the row carries an extra factor $-\Pi$, where $\Pi=\prod_j\sigma^x_j=\pm1$ is the parity under reversal of all spins and also the parity of the fermion number. Even states ($\Pi=1$) therefore have $e^{iqL}=-1$, and odd states have $e^{iqL}=1$.

With $c_j=L^{-1/2}\sum_q e^{iqj}c_q$ and $\sum_q\cos q=0$, the exponents become

$$\sum_j\sigma^x_j=\sum_q(1-2n_q),$$
$$\sum_j\sigma^z_j\sigma^z_{j+1}=\sum_q\cos q\,(2n_q-1)+\sum_{0<q<\pi}\left(2i\sin q\,c_q^\dagger c_{-q}^\dagger+\text{h.c.}\right),$$

where $n_q=c_q^\dagger c_q$. For a pair $(q,-q)$, singly occupied states contribute a factor 1. On the empty and doubly occupied states the two exponents are $2K^*\tau_z$ and $2K(-\cos q\,\tau_z+\sin q\,\tau_\perp)$, with $\tau_\perp$ a Pauli matrix orthogonal to $\tau_z$. Both are traceless, so the product of exponentials has determinant 1 and eigenvalues $e^{\pm\epsilon_q}$. Half its trace is

$$\cosh\epsilon_q=\cosh2K\cosh2K^*-\sinh2K\sinh2K^*\cos q=\cosh2K\coth2K-\cos q .$$

Thus $\epsilon_0=2|K-K^*|$ and $\epsilon_\pi=2(K+K^*)$. The unpaired modes, present for odd states, have exponents $(K^*-K)(1-2n_0)$ and $(K^*+K)(1-2n_\pi)$.

**Leading eigenvalues.** The largest even eigenvalue has every pair in its upper state. An odd state needs an odd number of fermions, and the cheapest choice is $n_0=1$, $n_\pi=0$. Dropping the common prefactor,

$$\ln\Lambda_{\rm e}=\tfrac12\sum_{\rm even}\epsilon_q,\qquad \ln\Lambda_{\rm o}=\tfrac12\sum_{{\rm odd},\,q\ne0}\epsilon_q+K-K^* ,$$

where the labels denote the two momentum sets. Adding and subtracting $\epsilon_0/2$ gives

$$\ln\frac{\Lambda_{\rm e}}{\Lambda_{\rm o}}=\tfrac12\Big[\sum_{\rm even}\epsilon_q-\sum_{\rm odd}\epsilon_q\Big]+|K-K^*|+K^*-K .$$

For $K\neq K^*$, $\epsilon_q$ is analytic and periodic. Both sums then approach the same integral with exponentially small error, and the bracket vanishes as $L\to\infty$.

**Weak attraction, $K<K^*$.** The logarithm tends to $2(K^*-K)>0$. Since $\sigma^z$ connects even to odd states, $\langle s_0s_r\rangle$ for sites $r$ rows apart decays at least as fast as $e^{-2(K^*-K)r}$, whatever their sideways offset. By symmetry the same holds for columns, so the sum of the correlations over all sites converges. Coexisting phases $\pm m_s$ would leave $\langle s_0s_r\rangle\to m_s^2$ in the symmetric state at $h=0$. There is no such remainder, hence no jump. The slope at $E^*$, a sum of these correlations, is finite.

**Strong attraction, $K>K^*$.** The two eigenvalues merge. To see what this means, reverse the sign of one bond in every row, all in one column. This seam interchanges the momentum sets. The leading even state now has $n_0=n_\pi=0$, so

$$\ln\Lambda_{\rm seam}=\tfrac12\sum_{{\rm odd},\,q\ne0}\epsilon_q+K^*-K,\qquad \ln\frac{\Lambda_{\rm e}}{\Lambda_{\rm seam}}\to2(K-K^*).$$

The odd seam state has the same limit. The seam can be moved by redefining spins, so a single phase with decaying correlations would not pay a finite cost per row for it. The cost is that of a wall between two phases, with coverages $(1\pm m_s)/2$. This last inference is a physical argument rather than a theorem.

**Result.** $K^*$ falls as $K$ rises, and they meet when $\sinh2K=1$, or $2K=\ln(1+\sqrt2)$. Since $2K=\varepsilon/2kT$,

$$kT_c=\frac{\varepsilon}{2\ln(1+\sqrt2)}=0.5673\,\varepsilon,\qquad \frac{T_{\rm MF}}{T_c}=1.763 .$$

For the jump I quote, without derivation, the known spontaneous magnetisation of this model:

$$\Delta\theta=m_s=\left[1-\sinh^{-4}\!\left(\frac{\varepsilon}{2kT}\right)\right]^{1/8},\qquad T<T_c .$$

It vanishes at $T_c$. The equilibrium isotherm is therefore discontinuous if and only if

$$\boxed{\;\varepsilon/kT>2\ln(1+\sqrt2)=1.763\;}$$

and then at $E^*$ alone. For $1<\varepsilon/kT\le1.763$ mean field predicts a jump that the model does not have.

Near their own critical points the mean-field jump grows as $(1-T/T_{\rm MF})^{1/2}$, and the exact one as $(1-T/T_c)^{1/8}$. At strong attraction both approach $1-2e^{-2\varepsilon/kT}$. The correction comes from isolated defects: at $\mu^*$ a vacancy in the full layer costs $4\varepsilon-2\varepsilon=2\varepsilon$.

### (d) Two layers at room temperature

Here $kT=25.69$ meV. Mean field puts the threshold at $\varepsilon=25.7$ meV; the exact value is $1.763\times25.69=45.3$ meV.

| | A | B |
|---|---:|---:|
| $\varepsilon$ (meV) | 35 | 60 |
| $\varepsilon/kT$ | 1.362 | 2.335 |
| $T_{\rm MF}$ (K) | 406 | 696 |
| $T_c$ (K) | 230 | 395 |
| mean-field $\Delta\theta$ | 0.794 | 0.980 |
| exact $\Delta\theta$ | 0 | 0.969 |
| mean-field loop (mV) | 6.8 | 40.0 |

A full layer carries $2e/(0.29\ \text{nm})^2=381\ \mu\mathrm{C/cm^2}$, so B jumps by $0.9686\times381.0=369\ \mu\mathrm{C/cm^2}$.

**Layer A is steep but continuous.** With $K=0.3406$ and $K^*=0.5574$, its axial correlation length is $1/[2(0.5574-0.3406)]=2.31$ sites. The slope follows numerically from the leading eigenvector of $V$ with the field included, on endless strips. At $E^*$, $-d\theta/dE$ is 0.251, 0.253 and 0.254 per mV for widths of 10, 12 and 14 sites, so it settles. For B the same calculation gives about 340 per mV at width 10 and 4700 at width 14, the growth expected when a strip rounds a true jump.

The peak in $-d\theta/dE$ for A has full width 2.3 mV at half height. Without attraction, $-d\theta/dE\propto\mathrm{sech}^2[e(E-E^*)/kT]$, with full width $2\ln(1+\sqrt2)\,kT/e=45.3$ mV. (It matches the threshold numerically because two electrons are transferred.) A narrow voltammetric peak is thus no proof of a discontinuity. The peak of A also has long tails: 5 mV negative of $E^*$ the coverage is 0.91.

**Finite terraces.** Suppose a terrace of $N$ sites is wholly in one phase or the other. The free energies differ by $Nm_s(\mu-\mu^*)$, so

$$\theta-\tfrac12=\tfrac12m_s\tanh\frac{Nm_s(\mu-\mu^*)}{2kT}.$$

The jump acquires a full width $2\ln(1+\sqrt2)\,kT/(eNm_s)$. For B on a square terrace of side 20 nm, or $\ell=69.0$ sites, this is 0.01 mV. Missing neighbours at the edge matter more. A full terrace has $2\ell^2-2\ell$ bonds, so at low temperature full and empty balance at $\mu=-2\varepsilon(1-1/\ell)$. In this limit the step moves by $\varepsilon/(e\ell)=60/69.0=0.87$ mV to negative potential. That assumes an edge cost of $\varepsilon/2=30$ meV per site length. At room temperature the edge of the layer fluctuates and costs less: the wall cost $\gamma\approx13.5$ meV found below would give $2\gamma/(em_s\ell)=0.40$ mV. This takes the layer as a sharp-cornered square; on very wide terraces it rounds its corners, which lowers the value by about five per cent, to 0.38 mV for this $\ell$. On narrower terraces the fluctuating edge has less room and the effective cost is higher: open strips 6 to 14 sites wide give 26 to 22 meV per site length. The shift is thus some tenths of a millivolt. A spread of ten per cent in terrace side therefore smears the step more than thermal rounding does. Binding at the steps would change this shift.

**Second neighbours.** Add an attraction $\varepsilon_2$ between diagonal neighbours. The quantity $L\ln(\Lambda_{\rm e}/\Lambda_{\rm o})$ grows with $L$ above $T_c$ and falls below it, so equating it for $L=8$ and 10 locates the threshold numerically. With $\varepsilon_2=0$ this gives 45.2 meV. With $\varepsilon_2=+5$ and $-5$ meV it gives 38.3 and 52.4 meV. Neither layer changes class, but A comes within 3.3 meV of the threshold.

**Nucleation.** In B the wall costs $\gamma=2(K-K^*)kT=2(0.5838-0.3218)\times25.69\approx13.5$ meV per site length. A square island of side $l$ at overpotential $\eta$ has free energy $4\gamma l-2e\eta m_sl^2$. Its maximum, at $l=\gamma/(e\eta m_s)$, is the barrier $2\gamma^2/(e\eta m_s)$: about 370 meV ($15\,kT$) at 1 mV and 75 meV ($3\,kT$) at 5 mV. A rounder island would lower these by up to about a fifth. The second value is rougher still, since the critical island is then under three sites wide. Slow nucleation can thus give hysteresis within a few millivolts of $E^*$, while the 40 mV mean-field loop ignores this route.

**Ohmic drop.** Without series resistance, sweeping A at 1 mV/s gives a peak current density of $381\times0.254\times1\approx97\ \mu\mathrm{A/cm^2}$. Through $10\ \Omega\,\mathrm{cm^2}$ this current would drop 0.97 mV, a sizeable part of the 2.3 mV peak width. The drop also slows the change of the interfacial potential while the current rises, so the real peak is lower and broader. Integrating the sweep with the resistance in series and the coverage in equilibrium gives a peak of about $83\ \mu\mathrm{A/cm^2}$, a drop of 0.83 mV and a width of about 3 mV.

**Real deposits.** The spacing and charge are roughly those of a divalent metal deposited in registry on an fcc (100) face. The attractions are chosen to lie on either side of the exact threshold and describe no particular metal. Real adlayers can also contain anions, form superstructures or keep part of their ionic charge. Anions and superstructures can change the effective interactions or the transition itself; the $\pm5$ meV case, which moves the threshold by about 7 meV, shows the sensitivity but does not bound these effects. If charge transfer is partial, with a constant number $g$ of electrons per adatom, potential widths scale by $2/g$, while the criterion in $\varepsilon/kT$ is unchanged.
